Why a modestly wider gap can greatly lower unipolar drift resistance

A power switch has to do two things with the same piece of semiconductor. When it is off, a lightly doped region called the drift layer must hold back a large voltage without breaking down. When it is on, the current must cross that same layer with little loss. Blocking calls for a thick layer with few dopants, conduction for a thin layer with many.

Suppose the semiconductor is replaced by one whose band gap is half as large again. Nothing in Ohm's law contains the band gap, and a factor of 1.5 is not large. Yet under the assumptions below, a layer redesigned for the same voltage has a resistance more than ten times smaller. The reason lies in the way the blocking requirement fixes both the thickness and the doping.

**The layer when it blocks**

Take a one-dimensional junction at x = 0 between a very heavily doped p-type region and an n-type drift layer with uniform donor density N. Almost all the depletion then lies in the drift layer. The voltage to be blocked is V, and the built-in voltage is neglected beside it.

The depleted donors carry charge density +qN, where q is the elementary charge. The field points from these donors towards the p-type side, in the negative x direction. Let E(x) be its magnitude. Poisson's equation gives the signed field a slope +qN/ε, with ε the permittivity. Because the signed field is negative, its magnitude falls with distance from the junction:

dE/dx = −qN/ε.

The field is largest at the junction. Breakdown is taken to occur when this peak reaches a critical field E_c. This replaces the full avalanche calculation, in which carrier multiplication is accumulated across the whole layer, by one number.

Consider first a layer that is just fully depleted at breakdown, so that the field reaches zero at its far side, x = W. Integrating the slope from the junction gives

E(x) = E_c − qNx/ε,

and the condition E(W) = 0 gives

E_c = qNW/ε.

The voltage is the area under the field:

V = ∫₀ᵂ E(x) dx = E_c W − qNW²/(2ε).

Since qNW/ε = E_c, the last term is E_c W/2. Therefore

V = E_c W/2, or W = 2V/E_c.

The doping follows by putting this thickness into the slope condition:

N = εE_c/(qW) = εE_c²/(2qV).

Thus a higher critical field has two effects at fixed voltage. The triangle of field is taller, so it needs a shorter base to enclose the same area. Its slope is its height divided by its base, so the slope rises as the square of the height, and the slope is the doping.

**The same layer when it conducts**

In a unipolar device the current is carried by majority carriers supplied by the dopants. If all donors are ionized, the electron density in the conducting layer is N. With mobility μ the conductivity is qμN, and the resistance multiplied by area, called the specific resistance, is

R = W/(qμN).

This neglects self-heating and any part of the layer that remains depleted in the on state. Inserting the two design results gives

R = (2V/E_c) × 2qV/(qμεE_c²) = 4V²/(εμE_c³).

The combination εμE_c³ is Baliga's figure of merit in the convention used here. Its cube has a traceable origin: one power of E_c comes from the thickness and two come from the doping.

It remains to show that this is the right doping to choose among layers whose field falls to zero inside them. For any lower doping, the depletion width at voltage V is √(2εV/(qN)), which follows from V = qNW²/(2ε). The resistance of such a layer is therefore proportional to N^(−1/2)/N = N^(−3/2). It falls as doping rises, so the best choice is the highest doping that keeps the peak field at or below E_c.

The word unipolar matters here. In a bipolar device, injected carriers of both signs can fill the drift layer to a density n that greatly exceeds N. The layer's resistance is then W/[q(μ_n + μ_p)n], with μ_n and μ_p the electron and hole mobilities. At fixed n and fixed mobilities, the just-depleted thickness contributes one factor 1/E_c, but the doping factor 1/E_c² is absent. This comparison concerns the layer alone and leaves out the voltage drop at the injecting junctions.

**Bringing in the band gap**

To create an electron–hole pair by impact, a carrier must supply at least the gap energy. This makes it reasonable that a wider gap raises the critical field, but it does not supply an exponent. The relation between the two is therefore assumed. Let the label ref denote the reference material, and let g be the ratio of the new gap to the reference gap. The assumed law is

E_c = E_ref g^γ.

For now E_c does not depend on doping. Substitution into the resistance gives

R_ref/R = (μ/μ_ref)(ε/ε_ref) g^(3γ).

At equal voltage, mobility and permittivity, the gain is g^(3γ). The gap ratio is amplified first by the material law, with exponent γ, and then by the design of the layer, with exponent 3. Even γ = 1 would give a cubic dependence on the gap.

For small changes, take the logarithm at fixed μ, ε and V:

ln R = constant − 3γ ln g,

d ln R/d ln g = −3γ.

With the round choice γ = 2, the resistance initially falls by six percent for each percent of extra gap. This is a slope, and it should not be extended far. For a gap increase of 10 percent, the straight-line estimate leaves a fraction 1 − 6 × 0.1 = 0.40 of the resistance, whereas the power law leaves 1.1⁻⁶ = 0.564. The straight line overstates the improvement because each further step acts on a resistance that has already been reduced.

**A model material**

Let the reference gap be 1 eV, the critical field 0.3 MV/cm, the relative permittivity 10 and the mobility 1000 cm²/(V s). The layer must block 1000 V. These are round model parameters and describe no named material.

The reference thickness is

W_ref = 2 × 1000 V/(3 × 10⁵ V/cm) = 6.67 × 10⁻³ cm = 66.7 μm.

The formulas for N and R give a doping of 2.49 × 10¹⁴ cm⁻³ and a specific resistance of 167 mΩ cm².

Now raise the gap to 1.5 eV. The critical-field ratio is r = E_c/E_ref = 1.5² = 2.25, so the new field is 0.675 MV/cm. The thickness falls to 66.7/2.25 = 29.6 μm. The doping rises by 2.25² = 5.06, to 1.26 × 10¹⁵ cm⁻³. The two changes multiply:

R_ref/R = 2.25 × 5.06 = 11.4,

R = 167.3/11.39 = 14.7 mΩ cm².

A gap increase of 25 percent gives a gain of 3.8, and doubling the gap gives 64. Integrating Poisson's equation numerically, and searching for the highest doping that blocks the voltage, reproduces the formulas for W, N and R to within one part in a million in three tests with different material parameters and voltages. The designs of the model material for five values of the gap are listed in the numerical output below.

The exponent γ deserves more care than the digits of these results. If it is changed by δγ, the predicted gain is multiplied by g^(3δγ). For the 1.5 eV material, γ = 1.5 gives a gain of 6.2 and γ = 2.5 gives 20.9. These are two other assumptions, not error limits. They show that a prediction from the gap alone is no better than the assumed field law, whose uncertainty is also tripled in the exponent.

**What happens if only part of the layer is changed**

The split into one power from thickness and two from doping describes a complete redesign. Withholding parts of that redesign shows what each part does.

First, substitute the wider-gap material but keep the old thickness and doping. With the same mobility, R = W/(qμN) does not change at all. The layer can instead block more voltage. Its field now starts at rE_ref and, if the permittivity is also the same, keeps its old slope, so the new voltage is

V_new = rE_ref W_ref − qN_ref W_ref²/(2ε).

For the reference layer, qN_ref W_ref/ε = E_ref and E_ref W_ref = 2V. Hence

V_new = 2rV − V = (2r − 1)V.

In the example this is 3.5 × 1000 V = 3500 V, provided that the field ratio r = 2.25 applies at the old doping. The wider gap has provided a reserve of blocking voltage. The resistance falls when that reserve is spent on a thinner and more heavily doped layer.

Next, keep the old doping but thin the layer until it again blocks V. Write its thickness as W = uW_ref. The area under the field is

V = rE_ref uW_ref − qN_ref u²W_ref²/(2ε) = 2ruV − u²V.

Dividing by V and collecting terms gives

u² − 2ru + 1 = 0,

u = r ± √(r² − 1).

The field at the far side is E_ref(r − u), which must not be negative. This selects the minus sign. Since the two roots have product 1, the resistance gain at fixed doping is

1/u = r + √(r² − 1).

The square root is smaller than r, so this gain is below 2r. The bound assumes that the critical field does not depend on thickness. In an avalanche calculation a strongly punched-through layer has a shorter high-field region and tolerates a somewhat higher peak field, so thinning can gain more than 2r. For r = 2.25 it is 2.25 + 2.02 = 4.27. The thinned layer is 15.6 μm thick, with a resistance of 39.2 mΩ cm². It is thinner than the fully redesigned layer of 29.6 μm, yet more resistive, because it has about one fifth of the carriers per unit volume.

At large r, and with this fixed critical field, thinning alone gives a gain approaching 2r, which is linear in the critical field. The complete redesign gives r³. The cubic advantage therefore requires the freedom to increase the doping. If a growth process keeps the doping far below the required value, as in this example, the layer will not deliver the gain that the simple figure of merit promises.

**Letting the field reach through the layer**

The thinned layer just considered has a nonzero field at its far side. Such a layer is called punched through. It raises a fair question: does the cube survive when the design need not be just depleted?

Let both W and N vary, with the junction field held at E_c. The voltage condition is

V = E_c W − qNW²/(2ε).

Solving it for the doping gives

qN = 2ε(E_c W − V)/W².

The resistance is then

R = W/(μqN) = W³/[2εμ(E_c W − V)].

A positive doping requires W > V/E_c. A nonnegative field at the far side requires qNW/ε ≤ E_c, which becomes 2(E_c W − V) ≤ E_c W, or W ≤ 2V/E_c. Within this range, differentiate the logarithm of R:

d ln R/dW = 3/W − E_c/(E_c W − V).

Setting this to zero gives 3(E_c W − V) = E_c W, and hence

W = 3V/(2E_c).

The derivative is negative below this thickness and positive above it, so this is the minimum. There E_c W − V = V/2, and

R_min = [27V³/(8E_c³)]/(εμV) = 27V²/(8εμE_c³).

Compared with the just-depleted layer, the prefactor changes from 4 to 27/8, a ratio of 27/32 = 0.844. The optimum has 3/4 of the just-depleted thickness and 8/9 of its doping. The shorter path more than compensates for the smaller carrier density. These fractions follow from the fixed critical field and would shift in a full avalanche calculation. For the 1.5 eV material, the optimum is 22.2 μm thick, with doping 1.12 × 10¹⁵ cm⁻³ and resistance 12.4 mΩ cm².

The survival of the cube can be seen without finding the minimum. Define the dimensionless thickness w = E_c W/V. Then

R = [V²/(εμE_c³)] × w³/[2(w − 1)].

The allowed range of w is 1 < w ≤ 2 for every material. Optimizing this one-dimensional layer changes the numerical factor on the right but cannot change the powers in the bracket. Charge-balanced (superjunction) layers, built from alternating n- and p-type pillars of width d, lie outside the model: their doping is set by the lateral field, N ∝ εE_c/(qd), so that ideally R ∝ Vd/(εμE_c²) at fixed d. Two materials compared at their respective optima have the same gain, 11.4 in the example, as two compared at just depletion.

The formula also puts the 3500 V found for the unchanged layer in context. If resistance rather than voltage is held fixed, the blocking voltage at a given w varies as E_c^(3/2). A just-depleted wider-gap layer with the reference resistance blocks 1000 × √11.39 = 3375 V, and the optimum punched-through layer blocks 3375/√0.844 = 3674 V. The second value is the most that a uniformly doped layer of this material and resistance can block. The unchanged layer has w = 2r/(2r − 1) = 1.29, so it is punched through beyond the optimum at w = 1.5 and falls short of that maximum. That it still blocks more than the just-depleted layer depends on the size of r: above r ≈ 2.62, 2r − 1 is smaller than r^(3/2), and the order is reversed.

**When the critical field depends on doping**

A single value of E_c for each material is a simplification. Suppose instead that the assumed law at given doping is

E_c = E_ref g^γ (N/N_ref)^β,

where N_ref is the doping of the reference design at voltage V_ref. The exponent β is positive if a more heavily doped junction, whose high-field region is narrower, tolerates a larger peak field.

Return to the just-depleted design and let y = E_c/E_ref. With equal permittivities, N = εE_c²/(2qV) gives

N/N_ref = y² V_ref/V.

Putting this into the field law produces

y = g^γ y^(2β) (V/V_ref)^(−β).

Divide by y^(2β), then raise both sides to the power 1/(1 − 2β):

y = g^(γ/(1−2β)) (V/V_ref)^(−β/(1−2β)).

There is now feedback: a wider gap permits a higher field, which permits more doping, which permits a still higher field. Since R is proportional to V²/y³ at fixed μ and ε,

R ∝ V^(2 + 3β/(1−2β)) g^(−3γ/(1−2β)).

The argument requires β < 1/2. At fixed voltage, the peak field of a layer that is not punched through rises as N^(1/2). If the permitted field rose equally fast or faster, the two curves would no longer cross in the way that sets an upper limit to the doping.

For the round choice β = 1/8, 1 − 2β = 3/4. With γ = 2 the gap exponent becomes 6/(3/4) = 8, and the gain for the 1.5 eV material rises from 11.4 to 1.5⁸ = 25.6. The voltage exponent becomes 2.5 instead of 2.

This larger number is not a correction to be applied to every field law. It belongs to a law stated at equal doping. If the critical fields were instead compared for devices already designed for equal voltage, the feedback is contained in the data, and the gain is the cube of that field ratio. Applying the factor 1/(1 − 2β) again would count it twice.

**What can cancel or hide the gain**

The gap enters a product that also contains mobility. At equal permittivity, the advantage disappears when

μ/μ_ref = g^(−3γ).

For the 1.5 eV example, with E_c again independent of doping, this is 1000/11.4 = 88 cm²/(V s). A moderate loss of mobility therefore leaves much of the gain, but a material with a wide gap and very poor transport need not be better.

Incomplete ionization acts in the same direction. Suppose that only a fraction f of the donors supplies electrons in the on state, while all of them are ionized in the high-field depleted layer. The blocking design still sees N, but conduction sees fN, so the resistance is multiplied by 1/f. For donors of the same kind and depth, at the same temperature and with the same effective density of states in the conduction band, f is smaller at higher doping, so the more heavily doped redesigned layer loses more than the reference layer. When the donors are so deep that f is small, the electron density grows only as √N, and the cube in E_c falls towards a square. A larger density of states in the new material can offset this difference. Crowding of the field at device edges has another effect: breakdown begins there before the planar junction reaches E_c, and the usable field is lower than the one in the figure of merit.

Finally, a device contains contacts, a substrate and often a channel. Let their combined specific resistance be 5 mΩ cm² and let it stay the same in both materials. The totals are 167.3 + 5.0 = 172.3 mΩ cm² and 14.7 + 5.0 = 19.7 mΩ cm², so the gain in total resistance is 8.75 instead of 11.4. For the doubled gap, the drift resistance is 2.6 mΩ cm², already less than the fixed part. The total gain is then 172.3/7.61 = 22.6, although the drift layer alone has improved by 64.

Voltage decides how much this matters. The drift resistance in the basic model varies as V², while the fixed part is taken not to vary. In the 1.5 eV material the two are equal at 1000 × √(5.0/14.7) ≈ 580 V. Well below that voltage, further widening of the gap improves a part of the device that no longer dominates the loss. Well above it, the drift layer governs the resistance, and in a unipolar device with a one-dimensional drift layer the strong dependence on the gap appears in the device as a whole. Bipolar and superjunction devices follow the weaker scalings noted above.

Table of computed values

```
Reference gap: 1.00 eV
Reference critical field: 0.300 MV/cm
Relative permittivity: 10.0
Mobility: 1000 cm^2/(V s)
Blocking voltage: 1000 V
Assumed gap exponent gamma: 2.0
Gap 1.00 eV: Ec 0.3000 MV/cm, W 66.67 um, N 2.487e+14 cm^-3
   R 167.320 mohm cm^2, gain 1.000
Gap 1.10 eV: Ec 0.3630 MV/cm, W 55.10 um, N 3.641e+14 cm^-3
   R 94.448 mohm cm^2, gain 1.772
Gap 1.25 eV: Ec 0.4688 MV/cm, W 42.67 um, N 6.071e+14 cm^-3
   R 43.862 mohm cm^2, gain 3.815
Gap 1.50 eV: Ec 0.6750 MV/cm, W 29.63 um, N 1.259e+15 cm^-3
   R 14.689 mohm cm^2, gain 11.391
Gap 2.00 eV: Ec 1.2000 MV/cm, W 16.67 um, N 3.979e+15 cm^-3
   R 2.614 mohm cm^2, gain 64.000
Gap +10%: R/R0 actual 0.5645, linear estimate 0.4000
All cases below compare gap 1.50 eV with the reference
Critical-field ratio: 2.2500
Thickness reduction factor: 2.2500
Doping increase factor: 5.0625
Unchanged layer, new blocking voltage: 3500.0 V
Old doping, thinned layer: W 15.63 um
Old doping, thinned layer: R 39.226 mohm cm^2
Old doping, thinned layer: gain 4.266
Upper bound 2r on that gain: 4.500
Punched-through optimum, reference: R 141.176 mohm cm^2
Punched-through optimum, wider gap: W 22.22 um
Punched-through optimum, wider gap: N 1.119e+15 cm^-3
Punched-through optimum, wider gap: R 12.394 mohm cm^2
Punched-through to just-depleted R ratio: 0.84375
Gain between punched-through optima: 11.391
Gain for gamma 1.5: 6.200
Gain for gamma 2.0: 11.391
Gain for gamma 2.5: 20.926
Doping exponent beta: 0.125
With beta, reference doping N0: 2.487e+14 cm^-3
With beta, critical-field ratio: 2.9483
With beta, resistance gain: 25.629
With beta, voltage exponent of R: 2.5000
Break-even mobility: 87.79 cm^2/(V s)
Fixed series resistance: 5.00 mohm cm^2
Total R, reference: 172.320 mohm cm^2
Total R, wider gap: 19.689 mohm cm^2
Gain in total resistance: 8.752
```
